Two-current conduction and deviations from Matthiessen's rule in a model ferromagnet, part 2

Current in a uniform, collinear ferromagnetic metal flows in two channels, majority spin ↑ and minority spin ↓. Impurities A and B give 1.00 μΩ cm each alone but 4.49 μΩ cm together, where Matthiessen's rule, that resistivities add, predicts 2.00. What sets the excess, and how does spin mixing change it?

Spin σ (opposite: σ̄) has a spherical Fermi surface of radius k_σ, density of states per volume N_σ and speed v_σ; the electron charge is −e. Elastic scattering through an angle of cosine μ has the kernel w_σσ′(μ), with direction averages w⁰ = ⟨w⟩, w¹ = ⟨wμ⟩, w^tr = w⁰ − w¹. The deviation from equilibrium is proportional to φ_σ(k̂). In a field E the currents j_σ obey E = Σ R_σσ′ j_σ′, with

R_σσ = 3 (N_σ w^tr_σσ + N_σ̄ w⁰↑↓)/(e² N_σ v_σ²)
R↑↓ = R↓↑ = −3 w¹↑↓/(e² v↑ v↓)   (4)

With x ≡ ρ↑↓ = −R↑↓ (spin mixing) and ρ_σ = R_σσ − x (channel resistivity),

E = ρ↑ j↑ + x (j↑ − j↓)
E = ρ↓ j↓ + x (j↓ − j↑)   (5)

For equal bands,

ρ_σ = 3 (w^tr_σσ + w^tr↑↓)/(e² v²),  x = 3 w¹↑↓/(e² v²)   (6)

With S = ρ↑ + ρ↓ and D = ρ↓ − ρ↑,

ρ = [ρ↑ρ↓ + ρ↑↓(ρ↑ + ρ↓)] / [ρ↑ + ρ↓ + 4ρ↑↓]   (7)

ρ = S/4 − D²/[4(S + 4x)]   (8)

With ↑ carrying a fraction y of the current j, the heat per j² is

Q(y) = ρ↑ y² + ρ↓ (1 − y)² + x (2y − 1)²   (10)

Q(y) = ρ + (S + 4x)(y − y₀)²,  y₀ = (ρ↓ + 2x)/(S + 4x)   (11)

Spin flips contribute

ρ_σ (flip part) = x [ (k_σ̄/k_σ)² w⁰↑↓/w¹↑↓ − 1 ]   (12)

The program solves the Boltzmann equation on a grid. For inelastic mixing by magnons (energy ω, coupling g, thermal flip averages κ₀ and, weighted with μ, κ₁), (7) is only an upper bound: 7.3% too high in a test with elastic spin-conserving rates γ_σ and e = N = v = kT = 1.

Now add two kinds of impurity. They are dilute and randomly placed, they leave the bands unchanged, and each keeps a fixed moment, so the kernels add, w = w_A + w_B. Since R in (4) is linear in w, Matthiessen's rule holds exactly for the matrix R. If the impurities transfer no current between spins (w¹↑↓ = 0 for both), this means

ρ_σ = ρ_Aσ + ρ_Bσ

The rule fails for ρ because (7) is not linear in the ρ_σ. Each impurity alone, at x = 0, is described by its residual resistivity ρ_A and its ratio α_A = ρ_A↓/ρ_A↑. From 1/ρ_A = 1/ρ_A↑ + 1/(α_A ρ_A↑),

ρ_A↑ = ρ_A(1 + α_A)/α_A,  ρ_A↓ = ρ_A(1 + α_A),  S_A = ρ_A(1 + α_A)²/α_A   (16)

At x = 0 define Δ = ρ_AB − ρ_A − ρ_B. In (8) both S and D are additive, the terms S/4 cancel, and

Δ = ¼ [ D_A²/S_A + D_B²/S_B − (D_A + D_B)²/(S_A + S_B) ]

Over the common denominator S_A S_B (S_A + S_B) the numerator is (D_A²S_B + D_B²S_A)(S_A + S_B) − S_A S_B (D_A + D_B)². The terms D_A²S_AS_B and D_B²S_AS_B cancel, which leaves D_A²S_B² + D_B²S_A² − 2D_AD_BS_AS_B, a perfect square. With p = D/S = (α − 1)/(α + 1),

Δ = S_A S_B (p_A − p_B)² / [4(S_A + S_B)]

The difference is p_A − p_B = [(α_A − 1)(α_B + 1) − (α_B − 1)(α_A + 1)]/[(1+α_A)(1+α_B)] = 2(α_A − α_B)/[(1+α_A)(1+α_B)]. The product S_AS_B from (16) cancels the squared denominators and leaves ρ_Aρ_B/(α_Aα_B). Multiplying S_A + S_B by α_Aα_B,

Δ = (α_A − α_B)² ρ_A ρ_B / [ (1+α_A)² α_B ρ_A + (1+α_B)² α_A ρ_B ]   (17)

Without mixing the deviation is never negative, and it vanishes only for α_A = α_B. Opposite asymmetries are not needed for a deviation, only unequal ones. Equation (11) gives the reason. Each impurity alone would divide the current in its own proportion, y_A = α_A/(1 + α_A). Together they must share one division y, the functions Q add, and Δ = S_A(y − y_A)² + S_B(y − y_B)².

The size of the effect depends on the ratio t = ρ_A/ρ_B, which is set by the concentrations. With G = (1+α_A)²α_B and H = (1+α_B)²α_A, equation (17) gives

Δ/(ρ_A + ρ_B) = (α_A − α_B)² t/[(1 + t)(Gt + H)] = (α_A − α_B)²/(G + H + Gt + H/t)

The derivative of Gt + H/t vanishes at t* = √(H/G), where it takes its minimum 2√(GH), so the smallest denominator is (√G + √H)². Now √G + √H = √α_B + α_A√α_B + √α_A + α_B√α_A = (√α_A + √α_B)(1 + √(α_Aα_B)), and α_A − α_B = (√α_A − √α_B)(√α_A + √α_B). Therefore

t* = (1+α_B)√α_A / [(1+α_A)√α_B]
max Δ/(ρ_A + ρ_B) = [ (√α_A − √α_B)/(1 + √(α_Aα_B)) ]² = tan²(θ_A − θ_B),  tan θ = √α   (18)

by the subtraction formula for the tangent. For positive α each θ lies between 0° and 90°, and α = 1 sits at 45°. Two impurities on the same side of α = 1 have angles less than 45° apart, so their deviation stays below the Matthiessen sum at every composition. A deviation above 100% of ρ_A + ρ_B requires opposite asymmetries. That condition is necessary but not sufficient, since the angles must differ by more than 45°; beyond that the ratio grows without limit as α_A → ∞ and α_B → 0. The other useful limit is a trace of B in an alloy dominated by A. For ρ_B ≪ ρ_A the first term of the denominator of (17) dominates, and

dρ_AB/dρ_B at ρ_B = 0 equals 1 + (α_A − α_B)²/[(1+α_A)²α_B]   (19)

The example of the opening uses round model parameters. Both bands have k_F = 10 nm⁻¹ and the free mass, so n = 1.689 × 10²⁸ m⁻³ per spin and v = 1.158 × 10⁶ m/s, and all spin dependence sits in the scattering. Equal bands hold equal numbers of ↑ and ↓ electrons, so in this example the magnetisation that defines majority and minority spin must be carried by other electrons, which take no part in the current. The impurities have ρ_A = ρ_B = 1 μΩ cm, α_A = 10, α_B = 0.2, and four different angular shapes exp(κμ), with κ = 3 and 0.5 for A and −1 and 2 for B, which enter only through w^tr. From (16), in μΩ cm, ρ_A↑ = 11/10 = 1.1, ρ_A↓ = 11, ρ_B↑ = 1.2/0.2 = 6 and ρ_B↓ = 1.2, so S_A = 12.1, D_A = 9.9, S_B = 7.2 and D_B = −4.8. Together ρ↑ = 7.1 and ρ↓ = 12.2. The relaxation times m/(ne²ρ_σ) are 29.6 fs and 17.2 fs, the transport mean free paths 34.3 nm and 19.9 nm, and k_F l = 343 and 199, well inside the Boltzmann regime. Then

ρ_AB = 7.1 × 12.2/19.3 = 4.488 μΩ cm = 4.488 × 10⁻⁸ Ω m
Δ = 9.8²/(121 × 0.2 + 1.44 × 10) = 96.04/38.6 = 2.488 μΩ cm = 2.488 × 10⁻⁸ Ω m

which is 124% of ρ_A + ρ_B. The program takes ρ and α for each impurity from separate grid solutions and asserts that (17) reproduces the grid value of Δ. The ↑ channel carries 0.9091 of the current with A alone, 0.1667 with B alone and 0.6321 with both. The misfits cost 12.1 × (0.9091 − 0.6321)² = 0.928 and 7.2 × (0.6321 − 0.1667)² = 1.560 μΩ cm, which add to 2.488. Alone, each impurity is bypassed through the channel it scatters weakly, and the other impurity obstructs precisely that channel.

The best ratio is t* = √(14.4/24.2) = 0.771. With θ_A = 72.45° and θ_B = 24.09° the difference is 48.36° and the maximum is 1.265, only slightly above the 1.244 at t = 1. A trace of B has slope 1 + 96.04/24.2 = 4.97. The same number comes from (10): by (11) the readjustment of y changes Q only at second order, so B is evaluated at the division preferred by A, and 6 × 0.9091² + 1.2 × 0.0909² = 4.97. If B is replaced by an impurity with α_B = 5, on the same side as A, then Δ = 25/(121 × 5 + 36 × 10) = 0.026 μΩ cm, and the deviation is at most 1.3% of the sum at any composition.

With mixing present, the deviation must be defined with care, because the host mechanism appears in every sample. Let the host supply x and channel resistivities with sum S_h, spin-symmetric so that D_h = 0, as (6) gives for flip scattering between equal bands, and let these be unaffected by the impurities. The additive prediction counts the host once, so

Δ = ρ_AB − ρ_A − ρ_B + ρ_host

with all four terms taken at the same x. In (8) the linear terms give (S_A + S_B + S_h) − (S_A + S_h) − (S_B + S_h) + S_h = 0. The host has no D² term, and every denominator acquires the same addition X = 4x + S_h:

Δ = ¼ [ D_A²/(S_A + X) + D_B²/(S_B + X) − (D_A + D_B)²/(S_A + S_B + X) ]   (20)

For D_h ≠ 0 the three numerators in (20) become (D_A + D_h)², (D_B + D_h)² and (D_A + D_B + D_h)², and a fourth term −D_h²/X enters the bracket; the statements below do not cover that case. For inelastic mixing each of the four resistivities is only bounded by (7), and a difference of bounds is not a bound, so (20) is then an estimate whose error has no definite sign.

Take opposite asymmetries, D_A D_B < 0, and X ≥ 0, and let A be the one with the larger |D|. Then |D_A + D_B| < |D_A| and S_A + S_B + X > S_A + X, so the third term is smaller than the first and Δ > 0. The derivative is

dΔ/dX = −¼ [ D_A²/(S_A+X)² + D_B²/(S_B+X)² − (D_A+D_B)²/(S_A+S_B+X)² ]

and the same two inequalities make the bracket positive, so Δ falls monotonically. For X large against all S, expand 1/(S + X) = 1/X − S/X² + …, and use D_A² + D_B² − (D_A + D_B)² = −2D_AD_B:

Δ = −D_AD_B/(2X) − [D_A²S_A + D_B²S_B − (D_A+D_B)²(S_A+S_B)]/(4X²) + …   (21)

Matthiessen's rule returns as 1/X, because strong mixing fixes y = ½ in all samples and (8) becomes linear.

In the example, flips without change of direction give S_h = 0, ρ_host = 0 and X = 4x. At x = 5 μΩ cm, (8) gives ρ_A = 3.025 − 98.01/(4 × 32.1) = 2.262, ρ_B = 1.8 − 23.04/(4 × 27.2) = 1.588 and ρ_AB = 4.825 − 26.01/(4 × 39.3) = 4.660, so Δ = 0.810 μΩ cm, or 21% of ρ_A + ρ_B at that x. At x = 1, 25 and 100 μΩ cm the deviation is 1.757, 0.218 and 0.058 μΩ cm, that is 63%, 4.8% and 1.2% of the corresponding sums. The decrease comes from the binary alloys. The ternary alloy has the small asymmetry D = 5.1 against S = 19.3 and can rise only from 4.488 to its limit S/4 = 4.825, while ρ_A climbs from 1 towards 3.025 and ρ_B from 1 towards 1.8. The leading term of (21) is 9.9 × 4.8/(8x) = 5.94/x, which is 0.0594 at x = 100; the second term is −(1185.9 + 165.9 − 502.0)/(4 × 400²) = −0.0013, and the sum is the computed 0.0581. The trend depends on the definition: measured against the unmixed values ρ_A = ρ_B = 1, the excess of ρ_AB grows with x, to 2.66 μΩ cm at x = 5. A flip kernel of finite width, κ = 4, with the same x = 5 μΩ cm has by (12) S_h = 2 × 5 × (1/0.7507 − 1) = 3.321, ρ_host = S_h/4 = 0.830 and X = 23.32, and (20) gives ¼(2.767 + 0.755 − 0.610) = 0.728 μΩ cm. The values of ρ_AB, Δ and ρ_host and the coefficient 5.94 are asserted against the angular-grid solution, ρ_A and ρ_B are printed from it, and positivity and monotonic decrease are also asserted for random opposite pairs using the channel equations (5).

Mixing can also reverse the sign. For asymmetries on the same side the leading term of (21) is negative, and for α_A = α_B ≠ 1 the sign is fixed at every X > 0. Then D = pS for both, and (20) becomes (p²/4)[S_A r(S_A) + S_B r(S_B) − (S_A + S_B) r(S_A + S_B)] with r(S) = S/(S + X). This r increases with S, so r(S_A + S_B) exceeds both r(S_A) and r(S_B) and Δ < 0. For two impurities with α = 10 and 1 μΩ cm each at x = 5, Δ = ¼(2 × 98.01/32.1 − 19.8²/44.2) = −0.691 μΩ cm, where at x = 0 it is zero. The rise due to mixing is subtracted once for each binary alloy, while in the ternary alloy the same x acts once, against impurity scattering twice as strong. The rule Δ ≥ 0 of (17), which at X = 0 covers every pair of impurities, therefore does not carry over to X > 0. There the sign depends on the pair: for elastic mixing and a spin-symmetric host, D_h = 0, opposite asymmetries keep Δ positive, while equal ratios α_A = α_B ≠ 1 make it negative. An asymmetric host can break the first rule: for α_A = 2, α_B = 0.5, ρ_A = ρ_B = 1, host channel resistivities 1 and 10 and x = 1 μΩ cm, (7) gives Δ = 4.156 − 2.462 − 3.154 + 1.400 = −0.06 μΩ cm.

These results rest on assumptions that can each fail. At higher concentrations the impurities alter N_σ, v_σ and each other's potentials, so the kernels no longer add and α depends on composition. Impurities whose own spin flips have w¹↑↓ ≠ 0 make x depend on concentration, and (20), which uses one x for all samples, must be rebuilt from the additive matrix R. Spin-orbit coupling makes the rates depend on the direction of the magnetisation, which lies outside the form w(μ). Where x becomes comparable to the residual channel resistivities through inelastic scattering, (7) overestimates the resistivity by an amount that depends on the coupling, on the impurity scattering rates of the two channels and on the magnon energies relative to kT; it was 7% in the model case above, a figure that is not typical of any metal and that moves by a factor of three or more with the lowest magnon energy. Near the Curie temperature the magnetisation fluctuates strongly in space and time, and the assumption of a uniform, collinear ferromagnet is no longer justified. In a non-uniform conductor the direction-independent part of φ_σ, which was harmless here, becomes a spin accumulation that relaxes through w⁰↑↓ rather than w¹↑↓, and the local relation (7) does not describe regions within a spin-diffusion length of an interface. The program and its output follow.

Numbers as computed

```
unequal bands: k = 12, 8 1/nm; m = 1, 2 m_e; w = amp*exp(kappa cos)
amp uu,dd,ud = 0.3,1.5,0.05 e-33 J m^3/s; kappa = 2,-1,4
unequal: r_up=-0.3735 r_dn=135.4413 x=4.6521 uOhm cm
unequal: rho grid=3.759628 formula=3.759628 uOhm cm
unequal, flips only: r_up=-1.8978 r_dn=9.2917 uOhm cm
example: kF=10 1/nm, m=m_e, n/spin=1.6887e+28 1/m^3, vF=1.1577e+06 m/s
N/spin=4.1496e+46 1/(J m^3); kappa A up,dn=(3.0, 0.5), B up,dn=(-1.0, 2.0)
rho_A=1.0000 rho_B=1.0000 uOhm cm; alpha_A=10.0000 alpha_B=0.2000
A: r_up=1.100 r_dn=11.000 S=12.100 D=9.900 uOhm cm
B: r_up=6.000 r_dn=1.200 S=7.200 D=-4.800 uOhm cm
AB: r_up=7.100 r_dn=12.200 S=19.300 D=5.100 S/4=4.8250 uOhm cm
AB up: tau=29.60 fs, l=34.26 nm, kF*l=343
AB dn: tau=17.23 fs, l=19.94 nm, kF*l=199
up-spin current fraction, A: 0.9091
up-spin current fraction, B: 0.1667
up-spin current fraction, AB: 0.6321
x=0: rho_AB=4.4881 uOhm cm = 4.4881e-08 Ohm m
x=0: Delta grid=2.4881 formula=2.4881 uOhm cm = 2.4881e-08 Ohm m
x=0: Delta/(rho_A+rho_B)=1.2440
t* grid=0.7714 formula=0.7714; max Delta/(rho_A+rho_B)=1.2648
theta_A=72.45 deg, theta_B=24.09 deg
dilute B: d rho/d rho_B=4.9686; A alone: d rho/dx at 0=0.6694
alpha_B=5: Delta=0.0259 uOhm cm, max relative=0.0132
x=1: rho_A=1.5031 rho_B=1.2857 rho_AB=4.5459 Delta=1.7571 uOhm cm, rel=0.6301
x=5: rho_A=2.2617 rho_B=1.5882 rho_AB=4.6595 Delta=0.8096 uOhm cm, rel=0.2103
x=25: rho_A=2.8064 rho_B=1.7463 rho_AB=4.7705 Delta=0.2178 uOhm cm, rel=0.0478
x=100: rho_A=2.9655 rho_B=1.7859 rho_AB=4.8095 Delta=0.0581 uOhm cm, rel=0.0122
large x: x*Delta -> -D_A D_B/8 = 5.9400 (uOhm cm)^2
alpha_A=alpha_B=10, x=5: Delta=-0.6908 uOhm cm
host flips kappa=4, x=5: w1/w0=0.7507, S_h=3.3214, X=23.3214 uOhm cm
host flips: rho_host=0.8304 Delta=0.7279 uOhm cm
inelastic (reduced units): gamma=(1.0, 10.0), g=10, omega 0.5..4.5 kT
kappa0/g=0.4104 kappa1/g=0.2077 x=6.2304
rho full=8.1005 two-current=8.6912 overestimate=7.29 %
gap(g=0.01)/gap(g=0.001)=99.2
```
